# Cole-Hopf solution for a sinusoidal surface under noise-free KPZ growth

## Problem

A film grown by chemical vapour deposition covers a wafer that carries long, straight ripples. In the frame that rises with a flat film, its height \(h(x,t)\) obeys the Kardar-Parisi-Zhang (KPZ) equation without noise,

\[
h_t=\nu h_{xx}+\frac{\lambda}{2}h_x^2,\qquad h(x,0)=A\cos kx ,
\]

where subscripts denote derivatives, \(\nu>0\), \(\lambda\neq0\) and \(A,k>0\). No electromagnetic quantity enters, so lengths in nm and times in minutes suffice.

(a) Explain how the two terms arise for a film that grows along its local normal at speed \(v\), when arriving matter slides downhill by a distance \(\ell|h_x|\) before it is built in.

(b) Find \(h(x,t)\) for all \(t>0\).

(c) Does only the fundamental harmonic survive at late times? Find what each harmonic of \(h\), and its mean, does.

(d) Take \(v=3\) nm/min, \(\ell=1\) nm, \(A=4\) nm and a period of 100 nm. How thick must the film be before the second harmonic has decayed to 1% of the first?

(e) Which neglected effects matter for these numbers?

## Hints

1. For (a), compare the vertical rise of a tilted surface with its advance along the normal. For the sliding matter, write a current and a conservation law.
2. For (b), look for a function \(W(h)\) whose second derivative in \(x\) produces \(h_{xx}\) and \(h_x^2\) in the right proportion. An exponential does.
3. The Fourier coefficients of \(e^{R\cos\theta}\) are modified Bessel functions.
4. For (c), the harmonics of \(W\) are not those of \(h\). Expand the logarithm and ask which product of modes decays most slowly for a given harmonic.

## Solution

### (a) Origin of the terms

A surface element with slope \(h_x\) makes an angle \(\alpha\) with the horizontal, where \(\tan\alpha=h_x\). An advance \(v\,dt\) along the normal raises the surface, at fixed \(x\), by \(v\,dt/\cos\alpha=v\sqrt{1+h_x^2}\,dt\). Subtracting the rise of a flat film gives

\[
v\sqrt{1+h_x^2}-v=\frac v2h_x^2-\frac v8h_x^4+\dots
\]

For small slopes the first term suffices, so \(\lambda=v\).

Matter arrives at volume rate \(v\) per unit area and is displaced by \(-\ell h_x\), that is, downhill. To leading order this is a current \(j=-v\ell h_x\). Conservation gives \(h_t=-j_x=v\ell h_{xx}\), so \(\nu=v\ell\).

### (b) The solution at all times

Put \(W=\exp(\lambda h/2\nu)\). The chain rule gives

\[
W_t=\frac{\lambda}{2\nu}Wh_t,\qquad W_x=\frac{\lambda}{2\nu}Wh_x,
\]

and a second differentiation in \(x\), with the product rule, gives

\[
W_{xx}=\frac{\lambda}{2\nu}\left(Wh_{xx}+W_xh_x\right)
=\frac{\lambda}{2\nu}W\left(h_{xx}+\frac{\lambda}{2\nu}h_x^2\right).
\]

Multiply by \(\nu\) and subtract from \(W_t\):

\[
W_t-\nu W_{xx}=\frac{\lambda W}{2\nu}\left(h_t-\nu h_{xx}-\frac\lambda2h_x^2\right)=0 .
\]

The nonlinear equation has become the heat equation. This is the Cole-Hopf transform. The initial condition becomes

\[
W(x,0)=e^{R\cos kx},\qquad R=\frac{\lambda A}{2\nu}.
\]

With \(\theta=kx\), this function is even, smooth and periodic, so it has a convergent cosine series. Its coefficients follow from the integral that defines the modified Bessel function,

\[
I_n(R)=\frac1\pi\int_0^\pi e^{R\cos\theta}\cos n\theta\,d\theta,
\]
\[
e^{R\cos\theta}=I_0(R)+2\sum_{n=1}^\infty I_n(R)\cos n\theta .
\]

The factor 2 appears because \(\cos^2n\theta\) averages to \(1/2\) for \(n\ge1\), while the constant function averages to 1. Under the heat equation, \(\cos nkx\) is multiplied by \(e^{-\nu n^2k^2t}\). With \(\tau=\nu k^2t\), inverting the transform gives

\[
\boxed{h=\frac{2\nu}{\lambda}\ln\left[I_0(R)+2\sum_{n=1}^\infty I_n(R)e^{-n^2\tau}\cos nkx\right]}
\]

The logarithm exists at every time: the heat equation replaces \(W\) by a Gaussian-weighted average of its initial values, all of which are positive.

For \(R=2\), direct numerical integration of the original nonlinear equation at seven times between \(\tau=0.25\) and 8 differs from this series by at most \(8\times10^{-9}\) nm, for the data of part (d).

### (c) Late times

Divide the bracket by \(I_0\) and write \(r_n=I_n(R)/I_0(R)\):

\[
h=\frac{2\nu}{\lambda}\left[\ln I_0(R)+\ln(1+S)\right],\qquad
S=2\sum_{n\ge1}r_ne^{-n^2\tau}\cos n\theta .
\]

The ratio \(r_n\) is the average of \(\cos n\theta\) with the positive weight \(e^{R\cos\theta}\), so \(|r_n|<1\). At \(\tau=0.8\) the sum \(2(e^{-\tau}+e^{-4\tau}+e^{-9\tau}+\dots)\) is about 0.98, and it falls as \(\tau\) grows. Hence for \(\tau\ge0.8\), whatever the value of \(R\), the expansion

\[
\ln(1+S)=S-\frac{S^2}{2}+\frac{S^3}{3}-\dots
\]

converges absolutely and its terms may be regrouped by harmonic.

A product of modes \(m_1,\dots,m_j\) decays as \(e^{-(m_1^2+\dots+m_j^2)\tau}\). It contains the harmonics \(|\pm m_1\pm\dots\pm m_j|\), so it can feed harmonic \(n\) only if \(\sum m_i\ge n\). Since each \(m_i\) is a positive integer,

\[
\sum_i m_i^2\ \ge\ \sum_i m_i\ \ge\ n .
\]

Both equalities hold only when every \(m_i=1\) and there are \(n\) factors. The slowest contribution to harmonic \(n\) therefore comes from the \(n\)th power of the fundamental. Define

\[
q=\frac{I_1(R)}{I_0(R)}e^{-\tau}.
\]

The relevant term is \((-1)^{n+1}(2q\cos\theta)^n/n\), and \(\cos^n\theta\) contains \(2^{1-n}\cos n\theta\). The powers of two combine to \(2^n\,2^{1-n}=2\). Multiplying by \(2\nu/\lambda\) gives the amplitude of \(\cos nkx\) in \(h\):

\[
\boxed{h_n\simeq(-1)^{n+1}\frac{4\nu}{n\lambda}\,q^n\ \propto\ e^{-n\tau}}
\]

The second harmonic of \(h\) thus decays as \(e^{-2\tau}\), although that of \(W\) decays as \(e^{-4\tau}\). The slopes of the fundamental keep regenerating it through \(h_x^2\).

For the mean, the linear term averages to zero. The leading part of the quadratic term is \(-\tfrac12(2q\cos\theta)^2=-2q^2\cos^2\theta\), whose average is \(-q^2\). Hence

\[
\bar h\simeq\frac{2\nu}{\lambda}\left[\ln I_0(R)-q^2\right].
\]

In absolute terms no harmonic survives: every ripple dies out, the fundamental included. What remains for good is the uniform shift \((2\nu/\lambda)\ln I_0(R)\). The fundamental survives in a relative sense: it dominates the vanishing ripple, because

\[
\left|\frac{h_2}{h_1}\right|\simeq\frac{|q|}{2}\to0 .
\]

The shift has a direct meaning. Averaging the KPZ equation over a period removes \(h_{xx}\) and leaves \(d\bar h/dt=(\lambda/2)\overline{h_x^2}\). For \(\lambda>0\) a rippled film gains thickness on a flat one while its slopes last, and it keeps that lead afterwards.

The next correction to the fundamental comes from the cubic term. With \(\cos^3\theta=\tfrac34\cos\theta+\tfrac14\cos3\theta\), it adds \(\tfrac83q^3\cdot\tfrac34=2q^3\) to the coefficient \(2q\), so

\[
h_1\simeq\frac{4\nu}{\lambda}\left(q+q^3\right).
\]

The relative error of the leading law for \(h_1\) is therefore about \(q^2\).

### (d) The numbers

The coefficients are \(\lambda=3\) nm/min and \(\nu=3\times1=3\) nm²/min. The wavenumber is \(k=2\pi/100=0.06283\) nm⁻¹. Then

\[
R=\frac{3\times4}{2\times3}=2,\qquad
\frac{I_1(2)}{I_0(2)}=\frac{1.59064}{2.27959}=0.6978 .
\]

The permanent shift is \(2\ln 2.27959=1.648\) nm. The thickness deposited during one unit of \(\tau\) is

\[
\frac{v}{\nu k^2}=\frac1{\ell k^2}=253\ \text{nm},
\]

which takes 84 min. The growth rate cancels from this thickness because \(\nu=v\ell\). It also cancels from \(R=A/2\ell\), because \(\lambda\) and \(\nu\) are both proportional to it.

The table gives values from the full series, with the leading late-time laws in brackets. All heights are in nm.

| \(\tau\) | Film | \(\bar h\) | \(h_1\) | \(h_2\) |
|---|---|---|---|---|
| 0.5 | 127 | 1.186 | 2.030 (1.693) | −0.311 (−0.358) |
| 1 | 253 | 1.503 | 1.098 (1.027) | −0.127 (−0.132) |
| 2 | 507 | 1.630 | 0.381 (0.378) | −0.0178 (−0.0178) |
| 3 | 760 | 1.646 | 0.139 (0.139) | −0.0024 (−0.0024) |

At \(\tau=1\), \(q=0.257\) and \(q^2=0.066\). The corrected law gives \(1.0268\times1.0659=1.094\) nm, close to the full value of 1.098 nm. At \(\tau=0.5\) the leading law is still 17% below the full value of \(h_1\). Between \(\tau=3\) and 4 the directly integrated second harmonic decays with exponent 1.999, in agreement with \(e^{-2\tau}\).

The second harmonic starts at zero, grows, and later decays faster than the first. During this late decay it reaches 1% of the first when \(q/2=0.01\), hence

\[
\tau=\ln\frac{0.6978}{0.02}=3.55 .
\]

The film is then \(3.55\times253\approx900\) nm thick, after 300 min. Solving the same condition with the full series gives the same \(\tau\) to three decimals. The fundamental itself has shrunk to \(4q=0.08\) nm, so the surface becomes a clean sinusoid again only when it is nearly flat.

The negative sign of \(h_2\) describes the shape. With two harmonics, the second derivative is \(-k^2(h_1+4h_2)\) at a crest and \(k^2(h_1-4h_2)\) in a valley. For \(h_1>0>h_2\), crests are broad and valleys sharp. At \(\tau=0.5\) the full series gives −0.0049 nm⁻¹ at the crest and +0.0182 nm⁻¹ in the valley. Both magnitudes started at \(Ak^2=0.0158\) nm⁻¹: the valley has sharpened while the ripple as a whole has shrunk.

### (e) The model beside a real film

The conditions resemble low-pressure deposition of amorphous silicon from silane, at roughly 550 °C (823 K), 0.3 Torr and a few nm/min. An amorphous film suits the model because it has no facets. The downhill sliding of part (a) is an assumption of the model and is not shown here to operate in this process. The length \(\ell\) is a chosen effective parameter, not a measured one, and it is the main uncertainty. Since the thickness scale is \(1/(\ell k^2)\) and \(R=A/2\ell\), halving \(\ell\) doubles both, and the answer to (d) rises from 900 nm to about 1910 nm.

**Slopes.** The largest initial slope is \(Ak=0.25\). Keeping the full square root changes the height by at most 0.013 nm at \(\tau=0.5\), 1 and 2. The next order in the downhill displacement is smaller than the \(\nu\) term by a factor of about \(\ell Ak^2=0.016\).

**Shadowing.** The estimated mean free path in the gas is 0.4 mm, far more than the ripple period, so molecules cross the ripple without collisions. Let the ridges on both sides of a valley floor hide the sky up to an elevation \(\alpha\). Diffuse flux then arrives there with the fraction \(\tfrac12\int_{-(\pi/2-\alpha)}^{\pi/2-\alpha}\cos\varphi\,d\varphi=\cos\alpha\). For the initial ripple the loss \(1-\cos\alpha\) is 1.6% on the valley floor; it is larger, up to 2.4%, on the lower flanks, and vanishes at the crests. If every molecule stuck at first contact, this loss would be half the largest KPZ term (3.2% of \(v\)) and would offset the initial smoothing on the valley floor, \(\ell Ak^2=1.6\%\) of \(v\). The model would then fail. With sticking probability \(s\ll1\), molecules re-emitted by the walls make up the deficit, and the loss is about \(s\) times as large. For \(s=0.01\) it is 0.016% on the valley floor and at most 0.025% on the flanks. This is a very generous bound: the silane flux \(P/\sqrt{2\pi mk_BT}\) at 0.3 Torr and 823 K, compared with the rate \(v/\Omega\) at which atoms are built in, implies \(s\approx4\times10^{-6}\). This holds only if silane itself carries the growth; any share carried by reactive fragments formed in the gas, which stick far more readily, is shadowed much more strongly.

**Surface diffusion.** Curvature changes the chemical potential by \(-\gamma\Omega h_{xx}\), with \(\gamma\) the surface energy and \(\Omega\) the atomic volume. The resulting current of surface atoms, of density \(\Omega^{-2/3}\) and diffusivity \(D\), adds

\[
h_t=-Kh_{xxxx},\qquad K=\frac{D\gamma\,\Omega^{4/3}}{k_BT}.
\]

Rough inputs are \(\gamma=1\) J/m², \(\Omega=0.02\) nm³, a barrier of 2 eV and a prefactor of \(10^{-3}\) cm²/s. They give \(D\approx6\times10^{-16}\) cm²/s and \(Kk^2/\nu\approx0.002\). For the second harmonic the ratio is four times larger, and including the term lowers the answer to (d) from 900 to 895 nm. The two smoothing terms would be equal at wavenumber \(k\) for \(D\approx3\times10^{-13}\) cm²/s, but the neglect fails earlier: barriers of 1.8 and 1.7 eV lower the answer to about 820 and 660 nm.

**Noise.** Atoms arrive at random. The spectrum \(C_p\) of the noise-driven height at wavenumber \(p\) obeys, in linear theory, \(\dot C_p=-2\nu p^2C_p+\Omega v\), with \(C_p=0\) at the start. Its solution is

\[
C_p=\frac{\Omega v}{2\nu p^2}\left(1-e^{-2\nu p^2t}\right).
\]

Integrated over wavevectors up to the atomic cutoff \(\pi/\Omega^{1/3}\), this gives a local roughness of 0.10 nm rms at \(\tau=2\). The figure is only an order of magnitude. It is smaller than one atom, and with this cutoff the noise has an rms slope of 0.33, larger than \(Ak\), so the shortest wavelengths lie outside the small-slope model. Including the \(K\) term above, or cutting off at \(1/\ell\), lowers it to about 0.08 nm. At any single point this exceeds the second harmonic of 0.018 nm. Averaged over an area \(a\), however, a cosine amplitude has noise variance \(2C_p/a\). For \(p=2k\) and \(a=1\) µm² its square root is 0.0011 nm, and it has already saturated at this value. That is well below the signal at \(\tau=2\), but not at the \(\tau=3.55\) of part (d). There the second harmonic is \(0.01\times0.08=0.0008\) nm, smaller than the noise, and an area of about 18 µm² would be needed to raise it to three times the noise. The fundamental, 0.08 nm, is then comparable to the local roughness, and both harmonics are smaller than the atomic size \(\Omega^{1/3}=0.27\) nm. The 900 nm result therefore describes only an average over a large area.

Crystallisation is assumed absent: the wafer surface is an oxide that offers no crystalline seed. Over hours of deposition this assumption could fail, and its effect is not estimated here.

## Variation 1: a surface that recedes

*Reverse the sign of \(\lambda\) and keep \(\nu\), \(A\) and \(k\). What changes?*

Etching along the normal at speed \(v_e\) gives \(-v_e\sqrt{1+h_x^2}\), hence \(\lambda=-v_e\) in the frame of the receding flat surface. The mechanism of part (a) for \(\nu\) needs matter that is built in, so for etching \(\nu>0\) is an assumption that needs another source. Let \(h\) be the solution for \(+\lambda\) and define

\[
g(x,t)=-h(x+\pi/k,t).
\]

Then \(g_t=-h_t\), \(g_{xx}=-h_{xx}\) and \(g_x^2=h_x^2\), with \(h\) evaluated at the shifted point. Therefore

\[
g_t=-\nu h_{xx}-\frac\lambda2h_x^2=\nu g_{xx}-\frac\lambda2g_x^2 .
\]

Initially \(g=-A\cos(kx+\pi)=A\cos kx\), as required. The new solution is the old one turned upside down and moved by half a period. The fundamental is unchanged, since the two sign changes cancel. The mean shift becomes −1.648 nm, crests are sharp and valleys broad.

## Variation 2: does the film remember the initial amplitude?

*Keep \(\lambda\), \(\nu\) and \(k\) fixed and vary \(A\). How does the late fundamental respond?*

From (c), \(h_1\simeq(4\nu/\lambda)\,[I_1(R)/I_0(R)]\,e^{-\tau}\). For \(|R|\ll1\), expand \(e^{R\cos\theta}\approx1+R\cos\theta\) in the defining integrals: \(I_0\to1\) and \(I_1\to R/2\). Then

\[
h_1\to\frac{4\nu}{\lambda}\cdot\frac{\lambda A}{4\nu}e^{-\tau}=Ae^{-\tau},
\]

the result of linear smoothing.

For \(R\gg1\), the weight \(e^{R\cos\theta}\) is concentrated near \(\theta=0\), where it is nearly a Gaussian of variance \(1/R\). The ratio is the weighted average of \(\cos\theta\approx1-\theta^2/2\), so \(I_1/I_0\approx1-1/(2R)\). The amplitude given by the leading law approaches the ceiling \((4\nu/\lambda)e^{-\tau}\), which no longer contains \(A\). In terms of \(W\), a high ripple is a row of narrow peaks at the crests. Diffusion spreads them, and their common height factor becomes part of the uniform shift.

At \(\tau=2\), a film of 507 nm, the ceiling of the leading law is \(4e^{-2}=0.54\) nm; the \(q^3\) correction raises the large-\(A\) limit to about \(4(e^{-2}+e^{-6})=0.55\) nm. The full series gives:

| \(A\) (nm) | \(h_1\) (nm) | Linear \(Ae^{-2}\) (nm) |
|---|---|---|
| 2 | 0.243 | 0.271 |
| 4 | 0.381 | 0.541 |
| 8 | 0.474 | 1.083 |

A fourfold increase in \(A\) raises the remaining fundamental by a factor of 1.95 instead of 4. The last row strains the small-slope approximation. Its largest initial slope is 0.50, where the next term of the square root is \(h_x^2/4\approx6\%\) of the KPZ term. Keeping the full square root raises this entry from 0.474 to 0.480 nm.

The numerical output below lists the values used.

## Table of computed values

```
growth rate = lam: 3.0 nm/min; ell: 1.0 nm
nu: 3.0 nm^2/min; temperature: 823 K
pressure: 0.3 Torr
period: 100 nm; amplitude A: 4.0 nm; k: 0.06283 1/nm
R: 2.000; largest initial slope A k: 0.2513
I0(R): 2.27959; I1(R): 1.59064; I1/I0: 0.69777
time for tau = 1: 84.43 min
film thickness for tau = 1: 253.3 nm
permanent mean shift: 1.6480 nm
late fundamental prefactor: 2.7911 nm
saturation prefactor 4 nu/lam: 4.00 nm
tau, thickness nm, time min, mean nm, h1 nm, h1 law nm, h2 nm, h2 law nm
0.5, 126.7, 42.2, 1.1857, 2.0296, 1.6929, -0.31139, -0.35823
1.0, 253.3, 84.4, 1.5027, 1.0976, 1.0268, -0.12680, -0.13179
2.0, 506.6, 168.9, 1.6299, 0.3811, 0.3777, -0.01775, -0.01784
3.0, 759.9, 253.3, 1.6456, 0.1391, 0.1390, -0.00241, -0.00241
|h2/h1| at tau = 2: 0.0466; law q/2: 0.0472
tau for |h2/h1| = 0.01: 3.552; law: 3.552
thickness there: 900 nm; time: 300 min
second-harmonic decay exponent, tau 3 to 4: 1.9994
largest series minus direct solution: 7.7e-09 nm
crest curvature, tau = 0.5: -0.00488 1/nm
valley curvature, tau = 0.5: 0.01820 1/nm
initial A nm, initial slope, late prefactor nm, h1 at tau = 2 nm, linear h1 nm
2.0, 0.126, 1.7856, 0.2425, 0.2707
4.0, 0.251, 2.7911, 0.3811, 0.5413
8.0, 0.503, 3.4541, 0.4739, 1.0827
full growth law, largest change at tau 0.5, 1, 2: 0.0129 nm
next order of downhill displacement, ell A k^2: 0.0158
largest initial KPZ term / growth rate: 0.0316
valley flux loss, unit sticking: 0.0162
valley flux loss, sticking 0.01: 1.6e-04
gas mean free path (diameter 0.4 nm): 0.40 mm
atom volume: 0.02 nm^3; surface energy: 1.0 J/m^2
diffusion barrier: 2.0 eV; prefactor: 1e-03 cm^2/s
rough surface diffusivity: 5.7e-16 cm^2/s
diffusivity equalling the nu term at k: 2.7e-13 cm^2/s
surface diffusion / nu term at k: 2.1e-03
local noise roughness at tau = 2: 0.099 nm rms
noise in h2 averaged over 1 um^2, tau = 2: 0.00113 nm rms
```
